# The Antibonding Conduction Level of a Rocksalt Oxide at Gamma

## Problem

In a rocksalt oxide MO every metal atom has six oxygen neighbours, at distance $d$ along $\pm x$, $\pm y$ and $\pm z$. Keep one valence $s$ orbital on each metal atom, with site energy $E_m$, and four orbitals on each oxygen atom: $2s$ with energy $E_s$, and $2p_x,2p_y,2p_z$ with energy $E_p$. All orbitals are taken as orthonormal, and at first only nearest neighbours are coupled.

Let $V$ be the Hamiltonian matrix element between a metal $s$ and a neighbouring oxygen $s$ orbital. With both orbitals positive, $V<0$. Let $V_{sp}>0$ be the element between a metal $s$ orbital and an oxygen $p$ orbital whose positive lobe points along the bond, away from the metal.

1. Show that at $\Gamma$, where $\mathbf k=0$, the metal-$s$ coupling to oxygen $p$ cancels, while that to oxygen $s$ adds to $6V$.
2. Find the antibonding level, which is the conduction level at $\Gamma$.
3. Decide whether this level is the bottom of the conduction band.

For numbers, measure energies from the oxygen $2p$ level and take $E_m=2.0$ eV, $E_s=-17.0$ eV, $E_p=0$, $V=-1.1$ eV, $V_{sp}=1.3$ eV and $d=0.235$ nm. These are round model parameters.

## A first estimate by scaling

Two coupled levels repel. If the coupling $g$ is small compared with their separation $\Delta$, the upper level rises by about $g^2/\Delta$. Here $\Delta=E_m-E_s=19.0$ eV.

To find $g^2$, start from the state in which all metal $s$ orbitals have equal amplitude. An electron can hop from a metal atom to an oxygen atom in six ways, and from there to a metal atom in six ways. For oxygen $s$ all 36 two-bond paths carry the same factor $V^2$, and every path leads back into the uniform metal state. They therefore add, and $g^2\sim36V^2$. For oxygen $p$ the paths carry signs, which opposite bonds should make cancel. The estimate is

$$
E_+\approx E_m+\frac{36V^2}{E_m-E_s}
=2.0+\frac{43.56}{19.0}\ \text{eV}=4.29\ \text{eV}.
$$

Since $6|V|=6.6$ eV is not very small beside 19.0 eV, an error of some ten per cent in the rise is to be expected.

## Exact solution of the model

### The two couplings

For $N$ cells, form Bloch states with phases taken at the atomic positions:

$$
|m,\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|s,\mathbf R\rangle,\qquad
|\beta,\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R'}e^{i\mathbf k\cdot\mathbf R'}|\beta,\mathbf R'\rangle .
$$

Here $\mathbf R$ runs over metal sites, $\mathbf R'$ over oxygen sites, and $\beta$ is an oxygen orbital. The neighbours of $\mathbf R$ are at $\mathbf R'=\mathbf R+d\mathbf n$, where $\mathbf n$ is one of the six unit vectors along the axes. Each metal site contributes the same sum, so the factor $1/N$ cancels the number of sites:

$$
\langle m,\mathbf k|H|\beta,\mathbf k\rangle
=\sum_{\mathbf n}e^{i\mathbf k\cdot d\mathbf n}\,h_\beta(\mathbf n),
$$

where $h_\beta(\mathbf n)$ is the matrix element on one bond.

An $s$ orbital has no direction, so $h_s(\mathbf n)=V$ on all six bonds. A $p_j$ orbital can be split into a part along the bond, with coefficient $n_j$, and a part perpendicular to it. The perpendicular part changes sign under reflection in a plane that contains the bond, whereas the metal $s$ orbital does not, so its matrix element vanishes. What remains is $h_{p_j}(\mathbf n)=V_{sp}n_j$.

Adding the bonds in opposite pairs gives

$$
\langle m|H|s\rangle=2V(\cos k_xd+\cos k_yd+\cos k_zd),
$$

$$
\langle m|H|p_j\rangle=V_{sp}\left(e^{ik_jd}-e^{-ik_jd}\right)=2iV_{sp}\sin k_jd .
$$

At $\Gamma$ every cosine is 1 and every sine is 0. The couplings are therefore $6V=-6.6$ eV and zero, which answers the first question.

The cancellation does not depend on keeping only nearest neighbours. Inversion about a metal site maps each sublattice onto itself. It leaves the uniform metal-$s$ state unchanged and reverses the uniform oxygen-$p$ state. A Hamiltonian with inversion symmetry cannot couple an even state to an odd one, whatever its range.

### The levels

The three oxygen $p$ states stay at $E_p$. The remaining two states form the matrix

$$
H_\Gamma=\begin{pmatrix}E_m&6V\\6V&E_s\end{pmatrix}.
$$

Its eigenvalues satisfy

$$
(E-E_m)(E-E_s)-36V^2=0,
$$

or, multiplied out,

$$
E^2-(E_m+E_s)E+E_mE_s-36V^2=0.
$$

The discriminant is $(E_m+E_s)^2-4E_mE_s+144V^2=(E_m-E_s)^2+144V^2$. Taking half its square root gives

$$
E_\pm=\frac{E_m+E_s}{2}\pm\sqrt{\left(\frac{E_m-E_s}{2}\right)^2+36V^2}.
$$

With the given numbers,

$$
E_+=-7.5+\sqrt{9.5^2+6.6^2}\ \text{eV}=-7.5+11.57\ \text{eV}=4.07\ \text{eV},
$$

and $E_-=-19.07$ eV.

The second row of the eigenvalue equation, $6Vc_m+E_sc_s=Ec_s$, gives the ratio of the oxygen to the metal amplitude:

$$
\frac{c_s}{c_m}=\frac{6V}{E-E_s}.
$$

For the upper level this is $-6.6/21.07=-0.313$. The amplitudes have opposite signs, so the state is antibonding. For the lower level $E_--E_s$ is negative, the ratio is positive, and the state is bonding. The metal weight of the upper state is $1/(1+0.313^2)=0.91$; the other 0.09 is oxygen $2s$.

### Why the upper level is empty

A divalent metal supplies two valence electrons and oxygen six. These eight electrons fill the four lower bands, provided the fifth band lies above them throughout the zone, as it does for the numbers used here. The highest of the five levels at $\Gamma$ is then empty. It is $E_+$ if $E_+$ lies above $E_p$.

The polynomial $(E-E_m)(E-E_s)-36V^2$ is negative only between its roots. Hence $E_p$ lies between $E_-$ and $E_+$ when

$$
(E_p-E_m)(E_p-E_s)<36V^2 .
$$

For $E_s<E_p<E_m$ the left side is negative and the condition holds. If $E_m$ lies below $E_p$, the coupling must be strong enough to satisfy it.

## Comparison of the estimate with the exact level

Write $\delta=E_+-E_m$ for the exact rise. The eigenvalue equation becomes $\delta(\Delta+\delta)=36V^2$, so

$$
\delta=\frac{36V^2}{\Delta+\delta}.
$$

The estimate used the separation before repulsion, $\Delta$, where the exact result has $\Delta+\delta$. For $\Delta>0$ it is therefore too high, by the factor $1+\delta/\Delta$. Here the two rises are 2.29 and 2.07 eV, so the estimate exceeds the exact rise by 11%.

In the opposite limit, $6|V|\gg\Delta/2$, the square root tends to $6|V|$ and

$$
E_+\to\frac{E_m+E_s}{2}+6|V|.
$$

The level then rises linearly with $|V|$, not quadratically, and the two orbitals share the state almost equally. The scaling estimate fails there.

## Is this the bottom of the band?

Consider the zone-boundary point X, $\mathbf k=(\pi/d,0,0)$. All three sines vanish again, but the cosines add to $-1+1+1=1$. The $s$ coupling is $2V$ instead of $6V$, and the upper level is

$$
E_X=-7.5+\sqrt{9.5^2+2.2^2}\ \text{eV}=2.25\ \text{eV}.
$$

This lies below the level at $\Gamma$. At X the oxygen-$p$ coupling vanishes, as it does at $\Gamma$, and the oxygen-$s$ coupling is weaker, so the conduction state is pushed up less. The nearest-neighbour model therefore does not put the band minimum at $\Gamma$.

Hopping between metal atoms can reverse the order. Each metal atom has twelve metal neighbours, at $d(\pm1,\pm1,0)$ and the corresponding positions in the other two planes. Let their $s$-$s$ element be $t<0$. At $\Gamma$ all twelve phases are $+1$, so $E_m$ becomes $E_m+12t$. At X the eight neighbours displaced along $x$ have phase $-1$ and the other four have $+1$, so $E_m$ becomes $E_m-4t$.

For $t=-0.2$ eV the metal energies are $-0.4$ and 2.8 eV, and the same formula gives

$$
E_\Gamma=-8.7+\sqrt{8.3^2+6.6^2}\ \text{eV}=1.90\ \text{eV},
$$

$$
E_X=-7.1+\sqrt{9.9^2+2.2^2}\ \text{eV}=3.04\ \text{eV}.
$$

Now $\Gamma$ is lower than X, and a scan of the Brillouin zone on a mesh finds no lower conduction level elsewhere. With the other parameters held fixed, a numerical root search puts the two levels equal at $t=-0.123$ eV. The condition for $E_\Gamma>E_p$ still holds, since $0.4\times17.0=6.8$ is less than 43.56 (both in eV²).

The answer to the third question is therefore conditional: in this model $\Gamma$ lies below X only if $t$ is negative and large enough in size. In a real oxide, orbitals and hoppings left out here can also affect the order.

## Real oxides and the neglected terms

The parameters lie roughly in the regime of rocksalt cadmium oxide, whose lattice constant is near 0.47 nm and whose direct gap at $\Gamma$ is roughly 2 eV. Its smallest gap is indirect, roughly 1 eV: the valence maximum lies away from $\Gamma$, where the filled Cd $4d$ shell, left out of this model, mixes with oxygen $2p$. The bare model puts $E_+$ 4.07 eV above the oxygen $p$ level, which is far too large for such a gap. Of the neglected terms sized here, with the values and energy zero chosen here, metal-metal hopping has the largest effect: with $t=-0.2$ eV it lowers the level by 2.16 eV, to 1.90 eV. The likeness to the real gap reflects the choice of parameters and is not a prediction.

Other terms can be sized one at a time, starting from the bare $E_+$ and using rough values:

- **Overlap.** If neighbouring $s$ orbitals overlap by 0.03 and $V$ is read as an element between nonorthogonal orbitals, the off-diagonal term becomes $6V-6(0.03)E$. The level rises by 0.49 eV. Both size and sign depend on the energy zero for which $V$ is quoted: on a scale where the oxygen $2p$ level lies at $-14$ eV, the same $V$ and overlap lower the level by about 1.0 eV.
- **More distant oxygen.** Eight oxygen atoms at $\sqrt3\,d$, each with an $s$-$s$ element of $-0.05$ eV, change the coupling to $-7.0$ eV and raise the level by 0.23 eV.
- **Oxygen-oxygen hopping.** With $p$-$p$ elements of 0.2 eV ($\sigma$) and $-0.05$ eV ($\pi$), the twelve oxygen neighbours shift the $p$ levels at $\Gamma$ by $4(0.2)+8(-0.05)=0.4$ eV. $E_+$ does not move, but the gap at $\Gamma$ shrinks. With these elements and $t=-0.2$ eV the valence maximum also leaves $\Gamma$, reaching about 0.51 eV along [110], so the smallest gap of the model becomes indirect.
- **Displacement.** Shift the metal sublattice by $u=0.01$ nm along $x$, about the thermal displacement of a single atom at room temperature, and let the hopping fall as the inverse cube of distance. The two bonds along $x$ contribute $6V_{sp}u/d$ to the $p_x$ coupling, and the four tilted side bonds contribute $-4V_{sp}u/d$. The sum, $2V_{sp}u/d$, is about 0.11 eV; for an inverse-square law the two contributions would cancel to first order in $u$. Diagonalizing the displaced model gives a rise of only 0.01 eV, of which 0.003 eV comes from this $p$ coupling and 0.007 eV from the second-order change of the $s$ coupling, from $-6.600$ to $-6.612$ eV. A rigid shift does not measure the effect of thermal motion: with $t=-0.2$ eV, uncorrelated random displacements of 0.01 nm per axis raise the band bottom of the model by about 0.1 eV.

Heavy doping changes what an optical measurement shows. For $10^{20}$ electrons per cm³ in a spherical Fermi sea, $k_F=(3\pi^2n)^{1/3}=1.44$ nm$^{-1}$. Diagonalizing the five-band matrix at this wavevector, with $t=-0.2$ eV, puts the Fermi level about 0.31 eV above the band bottom along both [100] and [111]. This is some twelve times $k_BT$ at 300 K, so the electrons are degenerate. Optical transitions into the filled states are blocked, and the absorption edge no longer measures the bare level at $\Gamma$.

All numerical values are calculated from the stated model.
